# Length–Velocity Equality and the f-Sum Rule in Time-Dependent Hartree–Fock: a numerical check

```python
# Result under test: in a complete basis, time-dependent Hartree-Fock (TDHF)
# oscillator strengths agree in length and velocity form and sum to N.
# A, B: TDHF matrices; X, Y: amplitudes with X.X - Y.Y = 1; omega: energy.
# x_ai = <a|x|i>, g_ai = <a|d/dx|i>, a virtual and i occupied.
# D = x.(X+Y), P = -g.(X-Y); claim: (A-B)x = -g, hence P = omega D.
# Strengths: length 2 omega D^2, velocity 2 P^2/omega, mixed 2 D P.
# Hartree atomic units are used throughout unless a printed unit says otherwise.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo

scf.hf.MUTE_CHKFILE = True
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def tdhf_modes(A, B):
    """Diagonalize the defining non-Hermitian TDHF problem directly."""
    n = len(A)
    values, vectors = np.linalg.eig(np.block([[A, B], [-B, -A]]))
    assert np.max(np.abs(values.imag)) < 1e-8
    keep = np.where(values.real > 0)[0]
    assert len(keep) == n
    keep = keep[np.argsort(values.real[keep])]
    X, Y = vectors[:n, keep].real, vectors[n:, keep].real
    norm = np.sum(X**2 - Y**2, axis=0)
    assert np.min(norm) > 0
    return values.real[keep], X / np.sqrt(norm), Y / np.sqrt(norm)


def strengths(omega, X, Y, x, g):
    D, P = x @ (X + Y), -g @ (X - Y)
    return 2 * omega * D**2, 2 * P**2 / omega, 2 * D * P


# ---------- Three same-spin fermions in a one-dimensional well ----------
n_fermions, n_basis, n_grid, box = 3, 50, 200, 16.0
nodes, weights = np.polynomial.legendre.leggauss(n_grid)
grid, weights = nodes * box / 2, weights * box / 2
k = np.arange(1, n_basis + 1) * np.pi / box
phase = np.outer(grid + box / 2, k)
basis = np.sqrt(2 / box) * np.sin(phase)
basis_derivative = np.sqrt(2 / box) * k * np.cos(phase)
weighted = weights[:, None] * basis
potential = 0.1 * grid + 0.02 * grid**4
repulsion = 1 / np.sqrt((grid[:, None] - grid)**2 + 1)
core = np.diag(k**2 / 2) + weighted.T @ (potential[:, None] * basis)


def fock_1d(density):
    gamma = basis @ density @ basis.T
    hartree = repulsion @ (weights * np.diag(gamma))
    return (core + weighted.T @ (hartree[:, None] * basis)
            - weighted.T @ (gamma * repulsion) @ weighted)


C = eigh(core)[1]
density = C[:, :n_fermions] @ C[:, :n_fermions].T
for iteration in range(1000):
    energies, C = eigh(fock_1d(density))
    new_density = C[:, :n_fermions] @ C[:, :n_fermions].T
    change = np.max(np.abs(new_density - density))
    density = 0.5 * (density + new_density)
    if change < 1e-12:
        break
assert change < 1e-11
density = new_density
orbitals = basis @ C
occ, vir = orbitals[:, :n_fermions], orbitals[:, n_fermions:]
n_vir = n_basis - n_fermions
size = n_vir * n_fermions
pair_ai = np.einsum("ra,ri->rai", vir, occ).reshape(n_grid, -1)
pair_ab = np.einsum("ra,rb->rab", vir, vir).reshape(n_grid, -1)
pair_ij = np.einsum("ri,rj->rij", occ, occ).reshape(n_grid, -1)
kernel = weights[:, None] * repulsion * weights
G = (pair_ai.T @ kernel @ pair_ai).reshape(n_vir, n_fermions, n_vir, n_fermions)
V = (pair_ab.T @ kernel @ pair_ij).reshape(n_vir, n_vir, n_fermions, n_fermions)
direct = G.reshape(size, size)
exchange_A = V.transpose(0, 2, 1, 3).reshape(size, size)
exchange_B = G.transpose(0, 3, 2, 1).reshape(size, size)
gaps = (energies[n_fermions:, None] - energies[:n_fermions]).ravel()
A = np.diag(gaps) + direct - exchange_A
B = direct - exchange_B
x = (vir.T @ ((weights * grid)[:, None] * occ)).ravel()
occ_derivative = basis_derivative @ C[:, :n_fermions]
g = (vir.T @ (weights[:, None] * occ_derivative)).ravel()
x_occ = occ.T @ ((weights * grid)[:, None] * occ)
assert np.max(np.abs(x_occ - np.diag(np.diag(x_occ)))) > 0.1
assert eigh(A + B, eigvals_only=True)[0] > 0
assert eigh(A - B, eigvals_only=True)[0] > 0

# Linearized equation of motion from a finite difference of [F(gamma), gamma].
rng = np.random.default_rng(4)
trial_X, trial_Y = rng.normal(size=size), rng.normal(size=size)
Co, Cv = C[:, :n_fermions], C[:, n_fermions:]
delta = (Cv @ trial_X.reshape(n_vir, n_fermions) @ Co.T
         + Co @ trial_Y.reshape(n_vir, n_fermions).T @ Cv.T)


def commutator(step):
    shifted = density + step * delta
    F = fock_1d(shifted)
    return F @ shifted - shifted @ F


step = 1e-3
linear = (commutator(step) - commutator(-step)) / (2 * step)
upper = (Cv.T @ linear @ Co).ravel()
lower = (Co.T @ linear @ Cv).T.ravel()
assert np.allclose(upper, A @ trial_X + B @ trial_Y, atol=1e-7)
assert np.allclose(lower, -(B @ trial_X + A @ trial_Y), atol=1e-7)

omega, X, Y = tdhf_modes(A, B)
plus, minus = X + Y, X - Y
assert np.allclose(plus @ minus.T, np.eye(size), atol=1e-7)
assert np.allclose((plus * omega) @ plus.T, A - B, atol=1e-6)
assert np.allclose((minus / omega) @ minus.T, np.linalg.inv(A - B), atol=1e-7)
identity_error = np.max(np.abs((A - B) @ x + g))
assert identity_error < 1e-7
moment_error = np.max(np.abs(omega * (x @ plus) + g @ minus))
assert moment_error < 1e-7
fL, fV, fM = strengths(omega, X, Y, x, g)
for total in (fL.sum(), fV.sum(), fM.sum()):
    assert abs(total - n_fermions) < 1e-6

# Driven response at a nonresonant frequency against the sum over modes.
drive = 0.4 * omega[0]
unit = np.eye(size)
driven = np.linalg.solve(np.block([[A - drive * unit, B],
                                   [B, A + drive * unit]]), -np.r_[x, x])
alpha_driven = -np.r_[x, x] @ driven
assert np.isclose(alpha_driven, np.sum(fL / (omega**2 - drive**2)), rtol=1e-7)

# Neglect of Y, and neglect of all response coupling.
tda_omega, tda_X = eigh(A)
tda_sum = np.sum(2 * tda_omega * (x @ tda_X)**2)
assert np.isclose(tda_sum, n_fermions + 2 * x @ B @ x, atol=1e-6)
assert abs(tda_sum - n_fermions) > 1e-3
bare_error = np.max(np.abs(gaps * x + g))
assert bare_error > 1e-3

print("1D model: three same-spin fermions, v = 0.1 x + 0.02 x^4 (a.u.)")
print("1D repulsion: 1/sqrt((x-x')^2 + 1) (a.u.)")
print(f"1D box length = {box:.1f} bohr; sine functions = {n_basis}")
print(f"1D occupied-occupied dipole x_12 = {abs(x_occ[0, 1]):.5f} bohr")
print(f"1D max |(A-B)x + g| = {identity_error:.1e} a.u.")
print(f"1D max |omega D - P| = {moment_error:.1e} a.u.")
print(f"1D max |gap*x + g|, no response coupling = {bare_error:.4f} a.u.")
print(f"1D lowest omega = {omega[0]:.6f} hartree")
print(f"1D lowest f: length {fL[0]:.7f}, velocity {fV[0]:.7f} (no unit)")
print(f"1D sums: length {fL.sum():.7f}, velocity {fV.sum():.7f}, "
      f"mixed {fM.sum():.7f} (no unit)")
print(f"1D length sum with Y=0 = {tda_sum:.6f} (no unit)")


# ---------- Beryllium atom, closed-shell singlet response ----------
def beryllium(n_exponents):
    exponents = np.geomspace(0.01, 1.0e4, n_exponents)
    shells = [[l, [float(e), 1.0]] for l in (0, 1) for e in exponents]
    mol = gto.M(atom="Be 0 0 0", basis={"Be": shells}, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 100
    mf.kernel()
    assert mf.converged
    pz = [n for n, label in enumerate(mol.ao_labels(fmt=None)) if label[3] == "z"]
    assert len(pz) == n_exponents
    block = np.ix_(pz, pz)
    e_vir, c_vir = eigh(mf.get_fock()[block], mf.get_ovlp()[block])
    Ca = np.zeros((mol.nao, n_exponents))
    Ca[pz] = c_vir
    Ci = mf.mo_coeff[:, :2]
    eri = mol.intor("int2e", aosym="s8")
    na, ni = n_exponents, 2
    G = ao2mo.kernel(eri, (Ca, Ci, Ca, Ci), compact=False).reshape(na, ni, na, ni)
    V = ao2mo.kernel(eri, (Ca, Ca, Ci, Ci), compact=False).reshape(na, na, ni, ni)
    dim = na * ni
    direct = G.reshape(dim, dim)
    exA = V.transpose(0, 2, 1, 3).reshape(dim, dim)
    exB = G.transpose(0, 3, 2, 1).reshape(dim, dim)
    gaps = (e_vir[:, None] - mf.mo_energy[:2]).ravel()
    z_ao = mol.intor("int1e_r")[2]
    d_ao = -mol.intor("int1e_ipovlp")[2]
    return dict(mol=mol, mf=mf, gaps=gaps, z_ao=z_ao,
                A=np.diag(gaps) + 2 * direct - exA, B=2 * direct - exB,
                triplet_plus=np.diag(gaps) - exA - exB,
                z=np.sqrt(2) * (Ca.T @ z_ao @ Ci).ravel(),
                g=np.sqrt(2) * (Ca.T @ d_ao @ Ci).ravel())


print("Be: RHF/TDHF, n even-tempered s and n p exponents, 0.01 to 10000 bohr^-2")
sum_errors, form_errors = [], []
for n_exponents in (8, 12, 16, 20):
    be = beryllium(n_exponents)
    A, B, z, g = be["A"], be["B"], be["z"], be["g"]
    assert eigh(A + B, eigvals_only=True)[0] > 0
    assert eigh(A - B, eigvals_only=True)[0] > 0
    omega, X, Y = tdhf_modes(A, B)
    fL, fV, fM = strengths(omega, X, Y, z, g)
    SL, SV, SM = fL.sum(), fV.sum(), fM.sum()
    assert np.isclose(SL, 2 * z @ (A - B) @ z, rtol=1e-6)
    assert np.isclose(SV, 2 * g @ np.linalg.solve(A - B, g), rtol=1e-6)
    assert abs(SM - 4) < 1e-5
    assert SL * SV >= SM**2 - 1e-5
    sum_errors.append(max(abs(SL - 4), abs(SV - 4)))
    form_errors.append(abs(fL[0] - fV[0]))
    print(f"Be n={n_exponents}: E(RHF) = {be['mf'].e_tot:.6f} hartree, "
          f"omega_1 = {omega[0]:.6f} hartree")
    print(f"  f_1: length {fL[0]:.6f}, velocity {fV[0]:.6f} (no unit)")
    print(f"  sums: length {SL:.6f}, velocity {SV:.6f}, mixed {SM:.6f} (no unit)")
assert sum_errors[-1] < 1e-3 and sum_errors[-1] < sum_errors[0]
assert form_errors[-1] < 1e-3 and form_errors[-1] < form_errors[0]

# Largest basis: polarizability from an independent finite-field calculation.
field = 5e-4
mf_field = scf.RHF(be["mol"])
mf_field.chkfile = None
mf_field.conv_tol, mf_field.conv_tol_grad, mf_field.max_cycle = 1e-10, 1e-7, 100
core_field = be["mf"].get_hcore() + field * be["z_ao"]
mf_field.get_hcore = lambda *args: core_field
mf_field.kernel(be["mf"].make_rdm1())
assert mf_field.converged
alpha_field = -np.sum(mf_field.make_rdm1() * be["z_ao"]) / field
alpha_modes = np.sum(fL / omega**2)
assert np.isclose(alpha_field, alpha_modes, rtol=5e-4)

tda_omega, tda_X = eigh(A)
tda_L = 2 * tda_omega * (z @ tda_X)**2
tda_V = 2 * (g @ tda_X)**2 / tda_omega
bare_L, bare_V = 2 * be["gaps"] * z**2, 2 * g**2 / be["gaps"]
assert abs(tda_L[0] - tda_V[0]) > 10 * form_errors[-1]
assert abs(tda_L.sum() - 4) > 10 * sum_errors[-1]
assert abs(bare_L.sum() - 4) > 10 * sum_errors[-1]
assert np.isclose(tda_L.sum(), 4 + 2 * z @ B @ z, atol=2e-3)
D1, P1 = z @ (X[:, 0] + Y[:, 0]), -g @ (X[:, 0] - Y[:, 0])
triplet_lowest = eigh(be["triplet_plus"], eigvals_only=True)[0]

print("Be values below: largest basis, n=20")
print(f"omega_1 = {omega[0] * HARTREE_EV:.4f} eV")
print(f"|D_1| = {abs(D1):.6f} bohr; |P_1| = {abs(P1):.6f} bohr^-1")
print(f"omega_1 |D_1| = {omega[0] * abs(D1):.6f} a.u.")
print(f"X.X = {X[:, 0] @ X[:, 0]:.6f}; Y.Y = {Y[:, 0] @ Y[:, 0]:.6f} (no unit)")
print(f"Y=0: omega_1 = {tda_omega[0]:.6f} hartree")
print(f"Y=0 f_1: length {tda_L[0]:.6f}, velocity {tda_V[0]:.6f} (no unit)")
print(f"Y=0 sums: length {tda_L.sum():.6f}, velocity {tda_V.sum():.6f} (no unit)")
print(f"Y=0 predicted length sum 4+2zBz = {4 + 2 * z @ B @ z:.6f} (no unit)")
print(f"Uncoupled sums: length {bare_L.sum():.6f}, "
      f"velocity {bare_V.sum():.6f} (no unit)")
print(f"Static polarizability from modes = {alpha_modes:.4f} bohr^3")
print(f"Static polarizability, finite field = {alpha_field:.4f} bohr^3")
print(f"Finite field strength = {field:.4f} a.u.")
print(f"Lowest triplet A+B eigenvalue = {triplet_lowest:.6f} hartree")
print("tests ok")
```

Running it gives:

```
1D model: three same-spin fermions, v = 0.1 x + 0.02 x^4 (a.u.)
1D repulsion: 1/sqrt((x-x')^2 + 1) (a.u.)
1D box length = 16.0 bohr; sine functions = 50
1D occupied-occupied dipole x_12 = 1.13590 bohr
1D max |(A-B)x + g| = 3.0e-10 a.u.
1D max |omega D - P| = 3.1e-10 a.u.
1D max |gap*x + g|, no response coupling = 0.5616 a.u.
1D lowest omega = 0.752927 hartree
1D lowest f: length 2.9149243, velocity 2.9149243 (no unit)
1D sums: length 3.0000000, velocity 3.0000000, mixed 3.0000000 (no unit)
1D length sum with Y=0 = 2.945352 (no unit)
Be: RHF/TDHF, n even-tempered s and n p exponents, 0.01 to 10000 bohr^-2
Be n=8: E(RHF) = -14.381009 hartree, omega_1 = 0.170135 hartree
  f_1: length 1.450184, velocity 1.172780 (no unit)
  sums: length 4.617708, velocity 3.618823, mixed 4.000000 (no unit)
Be n=12: E(RHF) = -14.569964 hartree, omega_1 = 0.176256 hartree
  f_1: length 1.383594, velocity 1.373594 (no unit)
  sums: length 4.018038, velocity 3.985631, mixed 4.000000 (no unit)
Be n=16: E(RHF) = -14.572964 hartree, omega_1 = 0.176337 hartree
  f_1: length 1.377505, velocity 1.377565 (no unit)
  sums: length 4.000303, velocity 3.999742, mixed 4.000000 (no unit)
Be n=20: E(RHF) = -14.572989 hartree, omega_1 = 0.176334 hartree
  f_1: length 1.377711, velocity 1.377714 (no unit)
  sums: length 4.000005, velocity 3.999995, mixed 4.000000 (no unit)
Be values below: largest basis, n=20
omega_1 = 4.7983 eV
|D_1| = 1.976494 bohr; |P_1| = 0.348524 bohr^-1
omega_1 |D_1| = 0.348524 a.u.
X.X = 1.024307; Y.Y = 0.024307 (no unit)
Y=0: omega_1 = 0.185498 hartree
Y=0 f_1: length 1.890962, velocity 0.865329 (no unit)
Y=0 sums: length 4.868859, velocity 3.420556 (no unit)
Y=0 predicted length sum 4+2zBz = 4.868854 (no unit)
Uncoupled sums: length 6.902052, velocity 2.656485 (no unit)
Static polarizability from modes = 45.6166 bohr^3
Static polarizability, finite field = 45.6169 bohr^3
Finite field strength = 0.0005 a.u.
Lowest triplet A+B eigenvalue = -0.009608 hartree
tests ok
```
